Random molecular orientations for adsorption: unit quaternions and the Euler-angle bias

**A flat ring above a surface**

Put a flat ring-shaped molecule above a surface and turn it at random. Let θ be the angle between the ring normal and the surface normal, and call the ring flat if either face points down to within δ. How often should it be flat?

If no direction is preferred, the tip of the ring normal is spread evenly over a unit sphere of area 4π. The band between θ and θ + dθ has circumference 2π sin θ and width dθ, so the density of θ is

p(θ) = 2π sin θ/(4π) = (sin θ)/2, 0 ≤ θ ≤ π.

Flat rings occupy two polar caps, each of area 2π(1 − cos δ). Their fraction is

p_flat = 2·2π(1 − cos δ)/(4π) = 1 − cos δ.

If θ itself is drawn evenly from 0 to π, the fraction is instead 2δ/π. For δ = 20° the two answers are 0.0603 and 0.2222, a ratio of 3.68. For small δ the ratio is (2δ/π)/(δ²/2) = 4/(πδ), which grows without limit as the gate narrows.

Upright rings suffer the opposite error. The fraction within ε of upright is what remains when δ = π/2 − ε: sin ε for even directions and 2ε/π for even θ. For small ε, even θ therefore finds upright rings too rarely, by the factor 2/π.

A program that builds starting structures for adsorption may offer a random orientation of the adsorbate. What follows is the theory behind that setting for a rigid molecule with all three rotational freedoms.

**Quaternions as rotations**

Write a quaternion as a number and a vector, q = (w, u) with u = (x, y, z). The product is

(a, A)(b, B) = (ab − A·B, aB + bA + A×B).

It is associative, because it is the matrix product of a − iA·σ and b − iB·σ, with σ the Pauli matrices. The conjugate is q* = (w, −u). The product rule gives qq* = (|q|², 0) with |q|² = w² + |u|², and also (pq)* = q*p*.

Let |q| = 1 and treat a vector v as (0, v). Then

qv = (−u·v, wv + u×v).

Multiply on the right by (w, −u). The number part is −w u·v + (wv + u×v)·u = 0, so the result is again a vector:

(u·v)u + w²v + w u×v − w v×u − (u×v)×u.

Here −w v×u = w u×v, and (u×v)×u = |u|²v − (u·v)u. Therefore

qvq* = (w² − |u|²)v + 2(u·v)u + 2w u×v.

With w = cos(ω/2) and u = e sin(ω/2), e a unit vector, this becomes

cos ω v + (1 − cos ω)(e·v)e + sin ω e×v,

the rotation of v by ω about e. Every rotation has this form. Using w² − |u|² = 1 − 2|u|², its matrix R(q) has the rows

[1 − 2(y² + z²), 2(xy − wz), 2(xz + wy)]
[2(xy + wz), 1 − 2(x² + z²), 2(yz − wx)]
[2(xz − wy), 2(yz + wx), 1 − 2(x² + y²)].

Since (pq)v(pq)* = p(qvq*)p*, we have R(pq) = R(p)R(q). The quaternions q and −q give the same rotation.

**The sampler and its invariance**

Draw four independent standard normal numbers, collect them in X, and set

q = X/|X|.

The joint density of X is a product of four Gaussians,

exp(−|X|²/2)/(2π)²,

and depends on the length of X alone. A zero length has probability zero.

Let p be a fixed unit quaternion. The map X → pX is linear, and

|pX|² = pX(pX)* = p(XX*)p* = |X|²|p|² = |X|².

A linear map that preserves length is orthogonal, so it also preserves volume. Hence pX has the same density as X. Dividing by the length gives pX/|pX| = p(X/|X|) = pq, so pq has the same law as q. The same argument with Xp shows that qp does too. With P and Q any fixed rotations, and f any bounded function of orientation,

⟨f(PRQ)⟩ = ⟨f(R)⟩.

P turns the molecule in the laboratory frame. Q changes how the molecule lay in its own frame before R was applied.

No other law does this. Let μ be any law unchanged by rotations on the left, and let ν be the law just built. Average f(hg) with g drawn from μ and h from ν. Averaging over g first, left invariance of μ removes h and leaves the μ-mean of f. Averaging over h first, right invariance of ν removes g and leaves the ν-mean. The order does not matter for bounded f, so the two means agree for every such f, and μ = ν.

**The same law in Euler angles**

Take R = Rz(α)Ry(β)Rz(γ), with α and γ from 0 to 2π and β from 0 to π. Multiplying the three quaternions gives

w = cos(β/2) cos σ, z = cos(β/2) sin σ,
y = sin(β/2) cos τ, x = −sin(β/2) sin τ,

where σ = (α + γ)/2 and τ = (α − γ)/2. These are polar coordinates in two perpendicular planes, with radii cos(β/2) and sin(β/2). The changes of the radii contribute (dβ/2)²[sin²(β/2) + cos²(β/2)], so

ds² = dβ²/4 + cos²(β/2) dσ² + sin²(β/2) dτ².

There are no cross terms, and the volume element is the product of the three lengths:

dV = (1/2) cos(β/2) sin(β/2) dβ dσ dτ = (1/4) sin β dβ dσ dτ.

The change from (α, γ) to (σ, τ) has a determinant of size 1/2, so dV = (1/8) sin β dα dβ dγ. Its integral is (1/8)·2·(2π)² = π², half the area 2π² of the unit sphere in four dimensions. The other half holds the quaternions −q. Normalized to one, the invariant density is

ρ = sin β/(8π²).

Three independent uniform angles have density 1/(2π·π·2π) = 1/(4π³). Their bias is the ratio

(1/(4π³))/(sin β/(8π²)) = 2/(π sin β).

It diverges at β = 0 and π, and falls to 2/π at β = π/2. Independence is not at fault, since ρ is itself a product of one-angle densities. The fault lies in the uniform β.

There are two cures. The probability that β lies below a given value is (1 − cos β)/2; setting this equal to a uniform number s between 0 and 1 gives

β = arccos(1 − 2s).

Alternatively, keep uniform β and give each sample the weight W = (π/2) sin β. The mean weight is 1 and the mean square is (π²/4)(1/2) = π²/8. The effective fraction of samples, ⟨W⟩²/⟨W²⟩, is 8/π² = 0.811. This measures the spread of the weights. The precision of a particular average also depends on where the samples fall, and for some quantities it can even improve.

**What the bias does when the axes are turned**

The element Rzz = cos β is the cosine of the ring tilt. Under the invariant law its mean square is (1/2)∫cos²β sin β dβ = 1/3. Under uniform β it is 1/2.

Now turn every sample by 90° about the laboratory y axis. The new z component of the ring normal is minus its old x component, −cos α sin β. With uniform angles the mean square becomes (1/2)(1/2) = 1/4. Under the invariant law it is (1/2)·(1/2)∫sin³β dβ = (1/4)(4/3) = 1/3, as before. In 400,000 samples of each kind, the quaternions gave 0.3332 before and 0.3335 after the turn, and the uniform angles gave 0.4999 and 0.2503.

A stricter test uses f = exp(Σ A_ij R_ij), where A has the rows (0.3, −0.5, 0.2), (0.4, 0.1, −0.6) and (−0.2, 0.5, 0.9). By quadrature the invariant mean is 1.444353. It keeps all these digits when P and Q are the rotations given, after division by their lengths, by the quaternions (0.5, −0.3, 0.7, 0.2) and (−0.1, 0.8, 0.4, 0.6). The uniform-angle mean changes from 1.522 to 1.375 under the quarter turn about y. Quaternion samples gave 1.4447 and samples with the arccos cure 1.4400, both within the five standard errors allowed.

The dependence on the molecular frame also matters to a user. Turn the molecule by 90° about its own y axis before sampling, as if it had been drawn upright in the input file. The flat fraction for δ = 20° stays at 0.060 with quaternions. With uniform angles it drops from 0.221 to 0.039. The reason can be traced: the ring is now flat when |sin β cos γ| > cos 20° = 0.94, which requires sin β > 0.94. There the bias lies between 2/π = 0.64 and 0.64/0.94 = 0.68, so the fraction must lie between 0.038 and 0.041.

Free flight has the same structure. A freely tumbling rigid molecule changes R to RH. In a dilute gas at thermal equilibrium, the orientation is independent of the velocity and of the angular momentum in the molecular frame. The rotation H depends only on that angular momentum and on the flight time, so it is independent of R. Right invariance then keeps the orientations uniform. The uniform law therefore describes molecules whose centres cross a reference plane before surface forces act.

**Worked example: benzene reaching a metal**

Benzene is a planar carbon precursor. Restricted Hartree–Fock in the STO-3G basis, with sixfold symmetry imposed, gives bond lengths of 0.1387 nm (C–C) and 0.1083 nm (C–H). This level omits electron correlation, and the basis is minimal. The last digits are not converged: the larger 6-31G and 6-31G* bases shorten C–H by about 0.001 nm and move C–C by 0.0001 nm, which lowers the footprint below from 0.423 to 0.421 nm². In a regular hexagon the distance from centre to carbon equals the C–C length. Adding a rough van der Waals radius of 0.12 nm for hydrogen gives a disc of radius

a = 0.1387 + 0.1083 + 0.12 ≈ 0.367 nm.

Twice a rough carbon radius of 0.17 nm gives the thickness t = 0.34 nm. The flat footprint is πa² = 0.423 nm².

Seen along the surface normal, each face of the disc is an ellipse with semi-axes a and a|cos θ|. The two ellipses are displaced by t sin θ along the short axis, and the shadow is the area swept between them:

A(θ) = πa²|cos θ| + 2at sin θ.

Under the invariant law ⟨|cos θ|⟩ = 1/2 and ⟨sin θ⟩ = (1/2)∫sin²θ dθ = π/4, so

⟨A⟩ = πa²/2 + πat/2 = 0.21 + 0.20 = 0.41 nm².

Under uniform θ both means are 2/π, and

⟨A⟩ = 2a² + 4at/π = 0.27 + 0.16 = 0.43 nm².

The two differ by only 5%, although the flat fractions differ by a factor of 3.7. Uniform θ multiplies the face term by 4/π, an excess of 27%, and the rim term by 8/π², a deficit of 19%; for this shape the deficit cancels about two thirds of the excess. A very thin disc would show the full 27%. A plausible mean footprint is therefore no evidence that the orientations are uniform.

Next, choose a simple adsorption rule: arrivals within 20° of flat stick where they land and lie flat, and all others leave. For a dose of n = 0.2 arrivals per nm², the covered fraction to first order is

Θ = n p_flat πa².

This gives 0.2·0.0603·0.423 = 0.0051 for the invariant law and 0.2·0.2222·0.423 = 0.0188 for uniform angles. The dose, gate and footprint are the same in both, so the whole orientation error passes into the coverage. This holds when the gate is applied to the sampled orientation itself. If the sample is only a starting point and the molecule then tumbles freely with thermal angular momentum, the uniform law is unchanged but much of the bias washes out: at 300 K the factor 3.7 falls to about 1.1 after 0.55 ps and is about 1.5 after 2.2 ps.

Blocking has been neglected. Two discs overlap if their centres are closer than 2a, so each adsorbed disc forbids an area 4πa². With N adsorbed molecules per unit area,

dN/dn = p_flat(1 − 4πa²N).

Insert N ≈ p_flat n on the right and integrate: N = p_flat n − 2πa²(p_flat n)². The blocked share of flat arrivals is thus 2πa²p_flat n = 2Θ, or 1.02% for the invariant law. A simulation of about 193,000 flat arrivals on a periodic square of side 4000 nm gave 1.04%. With uniform angles, 2Θ is 3.8%.

**Steering, time and temperature**

Near the surface the energy depends on tilt. Take it as −D cos²θ, so that D is the advantage of flat over upright. In equilibrium the density of θ is then proportional to sin θ exp(D cos²θ/kT). At 300 K, where kT = 0.0259 eV, the flat fraction rises from 0.060 to 0.16 for D = 0.05 eV and to 0.72 for D = 0.30 eV. Both values of D are rough.

Whether there is time to steer depends on how long the approach lasts. Compare it first with free tumbling. Arrivals are weighted by their normal speed v, so their mean normal speed is

∫v² exp(−mv²/2kT)dv / ∫v exp(−mv²/2kT)dv = √(πkT/2m) = 224 m/s,

with both integrals from zero to infinity and m the molecular mass. The root-mean-square tumbling rate about the two in-plane axes, each with moment of inertia I, is √(2kT/I). Over a distance L the typical turn is

L√(2kT/I)/√(πkT/2m) = L√(4m/(πI)).

Temperature cancels as long as the molecule keeps its thermal speed. For L = 0.5 nm the turn is then about 300°. Attraction shortens the approach: a steady pull that releases 1 eV over this distance raises the normal speed from 224 to about 1590 m/s. The average speed on the way in is about 910 m/s, and the turn falls to about 75°. Free tumbling alone does not favour flat rings; the torque does. Close to flat, and without spin about the ring normal, the energy −D cos²θ makes the tilt swing with angular frequency √(2D/I), which is 3.3 radians per picosecond for D = 0.05 eV. The approach at 910 m/s lasts 0.55 ps. If the full D acts throughout, the swing advances by about 1.8 radians, slightly more than a quarter of its small-angle period. A ring at rest at the median tilt of 60° swings more slowly and needs about 2.2 radians to reach flat, so steering can act but is incomplete. Integrating the motion of thermally rotating, uniformly oriented rings for 0.55 ps raises the flat fraction from 0.060 to about 0.14 for D = 0.05 eV, or to 0.10 if D grows linearly from zero during that time; for the full D = 0.30 eV it is only about 0.15. It need not reach equilibrium, because the energy gained in turning towards flat must first be lost. The steered fractions above are equilibrium values, not predictions for the moment of arrival.

Classical rotation is safe here: the rotational constant ħ²/2I is 0.024 meV, about a thousandth of kT.

The arrival flux is the number density P/kT times the mean of v over all molecules, with outgoing ones counted as zero. This mean is √(kT/2πm), which gives P/√(2πmkT). At a pressure of 10⁻⁷ Torr it is 0.23 per nm² per second, and the dose takes 0.87 s. With a rough binding energy of 1.0 eV and attempt rate of 10¹³ per second, a molecule stays for about 6000 s, so desorption is negligible. The two times become equal if the binding is weaker by kT ln(6000/0.87) = 0.23 eV.

**Beside the real case**

Benzene lies flat at low coverage on reactive metals such as platinum and nickel, with a binding energy of roughly 1 eV or more. The pressure and temperature chosen are those of a vacuum dosing experiment; growth of carbon films from benzene runs much hotter, where a molecule with the same binding energy leaves far sooner, unless it reacts first. One assumption at odds with such metals is the 20° gate, because a tilted molecule can be trapped and then turn flat. If every arrival is trapped, p_flat is replaced by 1 and the first-order coverage becomes 0.2·0.423 = 0.085, about 17 times the gated value. Blocking is then no longer small: its first-order share, 2Θ, is 17%, so the true coverage is lower. The choice of sampler then no longer affects this coverage. It can still affect quantities that depend on the tilt at arrival.

**Choosing the setting**

Use normalized Gaussian quaternions, or Euler angles with uniform cos β, whenever the frequency of an outcome will be interpreted. If a tool draws three uniform angles in the convention Rz(α)Ry(β)Rz(γ), with β from 0 to π, weight each result by sin β and divide by the sum of the weights. The same weight serves every convention whose first and third rotations use the same named axis, such as ZXZ, with β the middle angle. If all three axes differ, as in XYZ, the weight is the cosine of the middle angle, which then runs from −90° to 90°.

To check an unknown generator, collect Rzz² over many orientations, then repeat with the molecule first turned by 90° about an in-plane axis. Both means should be 1/3. Passing is necessary but not sufficient, since two second moments do not fix the whole law. The 24 rotations that carry a cube into itself, drawn with equal chance, also give 1/3 both times.

The number of starting structures follows from the rarest orientation wanted. The chance that M independent starts include no flat one is (1 − p_flat)^M. To bring it below 5% with δ = 20° takes M = 49 uniform orientations. Uniform β needs only 12 if the ring is drawn flat in the input. If a flat start is all that is wanted, it is cheaper still to build one deliberately.

Two later steps can spoil a correct sampler. Discarding orientations that collide with the surface leaves the uniform law restricted to the survivors; start high enough that none collide if the full law is needed. Relaxing each start counts how many orientations lead to each minimum. Those counts are not thermal populations, which depend on the energies and vibrations of the minima.

The numerical output lists the main computed values.

Values computed for the example and the checks

```
Samples per method: 400000
Test mean, invariant law: 1.444353; rotated: 1.444353
Test mean, naive law: 1.522409; rotated: 1.375159
Test mean, quaternion samples: 1.4447
Test mean, cured Euler samples: 1.4400
Mean Rzz^2, quaternions: 0.3332
  after lab quarter turn: 0.3335
Mean Rzz^2, naive Euler: 0.4999
  after lab quarter turn: 0.2503
Effective fraction, reweighted Euler: 0.8110
  formula 8/pi^2: 0.8106
Flat gate: 20.0 degrees
Flat fraction, invariant formula: 0.0603
Flat fraction, quaternion samples: 0.0599
  after molecular quarter turn: 0.0602
Flat fraction, naive formula: 0.2222
Flat fraction, naive samples: 0.2209
  after molecular quarter turn: 0.0392
Naive/invariant flat ratio: 3.685
Benzene RHF/STO-3G C-C length: 0.1387 nm
Benzene RHF/STO-3G C-H length: 0.1083 nm
Rough radii: H 0.12 nm, C 0.17 nm
Disc radius a: 0.3669 nm; thickness t: 0.3400 nm
Flat disc area: 0.4230 nm^2
Mean shadow, invariant: 0.4075 nm^2
Mean shadow, naive: 0.4281 nm^2
Naive/invariant shadow ratio: 1.0507
Dose: 0.20 arrivals/nm^2
Flat arrivals, invariant: 0.01206 per nm^2
Flat arrivals, naive: 0.04444 per nm^2
Coverage, invariant: 0.00510
Coverage, naive: 0.01880
Blocked fraction, invariant, first order: 0.01020
Blocked fraction, invariant, simulated: 0.01042
Blocked fraction, naive, first order: 0.03760
Temperature: 300 K; kT: 0.02585 eV
Steered flat fraction, D=0.05 eV: 0.163
Steered flat fraction, D=0.30 eV: 0.724
Mean normal arrival speed: 224.0 m/s
Approach distance: 0.5 nm
Typical turn during approach: 305 degrees
Rotational constant: 0.02382 meV
Rotational constant / kT: 9.21e-04
Pressure: 1.0e-07 Torr
Arrival flux: 0.2295 per nm^2 per s
Exposure time: 0.872 s
Rough binding energy: 1.0 eV; attempt rate: 1e+13 1/s
Residence time: 6.30e+03 s
```
